\section*{Why the Arrhenius slope of collective diffusion is not the adatom barrier}

\section{A straight line on a covered surface}

Adatoms are deposited on a crystal surface until they fill an appreciable fraction of the sites. A small step in their density is prepared, its smoothing is followed at several temperatures, and each run gives a collective diffusion coefficient $D$. At fixed coverage, $\ln D$ plotted against $\beta=1/k_BT$ falls on a good straight line. It is tempting to read its slope as the barrier $E_d$ that one isolated adatom must cross. The quantity actually measured is
\begin{equation}
E_{\rm eff}(\theta)=-\left(\frac{\partial\ln D}{\partial\beta}\right)_{\theta},
\label{eq:def}
\end{equation}
where $\theta$ is the coverage, the mean number of adatoms per site. The following model has a single barrier $E_d$ for isolated adatoms and a solvable $D$, yet $E_{\rm eff}\neq E_d$.

\section{The counter-example}

\subsection{Rates and current}

Adatoms occupy a row of sites with spacing $a$, at most one per site; $n_i=0,1$ is the occupation of site $i$. Each pair of adjacent adatoms costs an energy $J$, positive for repulsion. An isolated adatom hops at rate $\Gamma_0=\nu e^{-\beta E_d}$ in each direction. A neighbour shifts the energy of the site being left but not that of the saddle. An adatom with an occupied site behind it therefore hops forward at rate $b\Gamma_0$, with $b=e^{\beta J}$. The parameters $E_d$, $J$ and $\nu$ do not depend on temperature.

Detailed balance holds. A hop $i\to i+1$ starts with interaction energy $Jn_{i-1}$ and ends with $Jn_{i+2}$, while the forward and backward rates have the ratio $e^{\beta J(n_{i-1}-n_{i+2})}$, as required.

The net current from $i$ to $i+1$, in units of $\Gamma_0$, is
\begin{align}
j_i&=n_i(1-n_{i+1})[1+(b-1)n_{i-1}]-n_{i+1}(1-n_i)[1+(b-1)n_{i+2}]\nonumber\\
&=n_i-n_{i+1}+(b-1)\big[n_{i-1}n_i-n_{i-1}n_in_{i+1}\nonumber\\
&\qquad\qquad-n_{i+1}n_{i+2}+n_in_{i+1}n_{i+2}\big].
\end{align}
The products $n_in_{i+1}$ without the factor $(b-1)$ have cancelled. Adding and subtracting $n_in_{i+1}$ inside the bracket turns the current into a difference,
\begin{equation}
j_i=h_i-h_{i+1},\quad
h_i=n_i+(b-1)(n_{i-1}n_i+n_in_{i+1}-n_{i-1}n_in_{i+1}).
\label{eq:grad}
\end{equation}

Since $d\langle n_i\rangle/dt=\Gamma_0\langle j_{i-1}-j_i\rangle=\Gamma_0\langle h_{i-1}-2h_i+h_{i+1}\rangle$, a coverage that varies slowly in space, with each region in local equilibrium, obeys $\partial_t\theta=a^2\Gamma_0\,\partial_x^2h(\theta)$, where $h(\theta)=\langle h_i\rangle$. Hence
\begin{equation}
D=a^2\Gamma_0\,\frac{dh}{d\theta}.
\label{eq:Dh}
\end{equation}

\subsection{Equilibrium averages}

Let $x=P(10)=P(01)$ be the probability that two adjacent sites are occupied and empty in that order. Then $P(11)=\theta-x$ and $P_{00}=1-\theta-x$. With nearest-neighbour coupling in one dimension, the two sides of a site are independent once its occupation is given. The strings $1100$ and $1010$ have the same number of adatoms and the same end sites, and the first costs $J$ more, so $P(1100)=zP(1010)$ with $z=e^{-\beta J}=1/b$. Factorizing both sides,
\begin{equation}
\frac{P(11)\,x\,P_{00}}{\theta(1-\theta)}=z\,\frac{x^3}{\theta(1-\theta)}
\quad\Rightarrow\quad(\theta-x)(1-\theta-x)=zx^2 .
\label{eq:qc}
\end{equation}
With $g=\theta(1-\theta)$ this reads $(1-z)x^2=x-g$.

The triple probability is $P(111)=(\theta-x)^2/\theta$, so
\begin{align}
h&=\theta+(b-1)\left[2(\theta-x)-\frac{(\theta-x)^2}{\theta}\right]
=\theta+(b-1)\frac{\theta^2-x^2}{\theta}\nonumber\\
&=b\theta-\frac{b(x-g)}{\theta}=b\left(1-\frac{x}{\theta}\right),
\label{eq:h}
\end{align}
where $(b-1)x^2=b(1-z)x^2=b(x-g)$ was used, and then $g/\theta=1-\theta$.

Define $Q=2g-x$. From $(1-z)x^2=x-g$ it follows that $1-2(1-z)x=Q/x$. Differentiating the same equation with respect to $\theta$ at fixed $z$ gives $\partial x/\partial\theta=x(1-2\theta)/Q$. Therefore
\begin{align}
\frac{D}{a^2\Gamma_0}&=b\left[\frac{x}{\theta^2}-\frac{x(1-2\theta)}{\theta Q}\right]
=\frac{bx}{\theta^2Q}\,[Q-\theta(1-2\theta)]\nonumber\\
&=\frac{bx(\theta-x)}{\theta^2Q}=\frac{x^3}{\theta^2P_{00}Q}.
\label{eq:D}
\end{align}
The last step uses $b(\theta-x)=x^2/P_{00}$, which is Eq.~(\ref{eq:qc}).

\subsection{Half coverage}

At $\theta=1/2$, Eq.~(\ref{eq:qc}) becomes $(1/2-x)^2=zx^2$. With $w=\sqrt z=e^{-\beta J/2}$, the positive root gives $1/2-x=wx$, so $x=1/[2(1+w)]$ and $P(11)=P_{00}=Q=wx$. Equation~(\ref{eq:D}) then reduces to $4bx$:
\begin{equation}
D=\frac{2a^2\nu\,e^{-\beta(E_d-J)}}{1+e^{-\beta J/2}} .
\end{equation}
Since $dw/d\beta=-(J/2)w$, the slope is
\begin{equation}
E_{\rm eff}=E_d-J-\frac J2\,\frac{w}{1+w}.
\label{eq:half}
\end{equation}

Take the round values $E_d=0.60$ eV, $J=40$ meV and $T=350$ K. Then $\beta J=1.326$, $z=0.2655$, $w=0.515$ and $w/(1+w)=0.340$. The shift is $-40-20\times0.340=-46.8$ meV, larger in size than the pair energy itself. For attraction, $J=-40$ meV, one has $w=1.941$ and $w/(1+w)=0.660$, and the shift is $+40+20\times0.660=+53.2$ meV. The isolated adatom has the same barrier in both cases.

\section{The correct statement}

\subsection{General form and proof}

Consider a lattice gas of equivalent sites in which adatoms hop one at a time, each hop along $x$ covers one spacing $a$, and an isolated adatom has the same barrier and prefactor at every such hop. Let the adatom density be the only slow quantity, with detailed balance, away from phase transitions and in the linear, long-wavelength regime. Let $\mu$ be the chemical potential. A weak gradient of $\mu$ drives $j=-a\sigma\,\partial_x(\beta\mu)$ adatoms per unit time across a bond, which defines the mobility $\sigma$. Continuity, $\partial_t\theta=-a\,\partial_xj$, gives $D=a^2\sigma\,d(\beta\mu)/d\theta$. In the grand canonical ensemble $d\theta/d(\beta\mu)=S$, where $S$ is the variance of the adatom number divided by the number of sites. Thus
\begin{equation}
D=a^2R\,\Phi,\qquad R=\frac{\sigma}{\theta},\qquad
\Phi=\frac{\theta}{S}=\frac{\partial(\beta\mu)}{\partial\ln\theta}.
\label{eq:RPhi}
\end{equation}
The factor $\Phi$ is the inverse compressibility relative to that of an ideal gas.

Let $p_\alpha$ be the probability per site that a rightward hop of class $\alpha$ is available, with rate $k_\alpha=\nu_\alpha e^{-\beta E_\alpha}$, where $\nu_\alpha$ and $E_\alpha$ do not depend on temperature. The mean hop rate is $\bar\sigma=\sum_\alpha p_\alpha k_\alpha$. Successive hops may be correlated, so write $\sigma=(1-m)\bar\sigma$, which defines the memory fraction $m$. With weights $W_\alpha=p_\alpha k_\alpha/\bar\sigma$, differentiation at fixed $\theta$ gives
\begin{equation}
E_{\rm eff}=\sum_\alpha W_\alpha\left(E_\alpha-\frac{\partial\ln p_\alpha}{\partial\beta}\right)
-\frac{\partial\ln(1-m)}{\partial\beta}-\frac{\partial\ln\Phi}{\partial\beta}.
\label{eq:general}
\end{equation}
The slope therefore contains an average over the barriers in use, the change of their populations with temperature, a memory term and a compressibility term. For isolated adatoms there is one class, with $p=\theta$, $m=0$ and $\Phi=1$, and $E_{\rm eff}=E_d$. At finite coverage the terms may cancel, but nothing in Eq.~(\ref{eq:general}) requires it.

\subsection{The two factors in the model}

Inserting an adatom between empty sites costs no interaction energy, so $P(010)=e^{\beta\mu}P(000)$, with the site energy as the zero of $\mu$. Since $P(010)=x^2/\theta$ and $P(000)=P_{00}^2/(1-\theta)$,
\begin{equation}
\beta\mu=\ln\frac{x^2(1-\theta)}{\theta P_{00}^2}.
\end{equation}
Its derivative, with $\partial x/\partial\theta=x(1-2\theta)/Q$, is
\begin{align}
\frac1S&=\frac{2(1-2\theta)}{Q}-\frac1g+\frac{2[Q+x(1-2\theta)]}{QP_{00}}\nonumber\\
&=\frac{2(1-2\theta)+4\theta}{Q}-\frac1g=\frac2Q-\frac1g=\frac{x}{gQ},
\end{align}
because $Q+x(1-2\theta)=2\theta P_{00}$. Hence $\Phi=x/[(1-\theta)Q]$. The mean hop rate is
\begin{equation}
\frac{\bar\sigma}{\Gamma_0}=P(010)+bP(110)=\frac{x^2}{\theta}+\frac{bx(\theta-x)}{\theta}
=\frac{x^2(1-\theta)}{\theta P_{00}} .
\end{equation}
The product $a^2\bar\sigma/S$ reproduces Eq.~(\ref{eq:D}), so $m=0$ in this model. This agrees with Eq.~(\ref{eq:grad}): summed around a ring, the current vanishes in every configuration.

\subsection{The sign of the shift at every coverage}

Let $x'=\partial x/\partial\beta$ at fixed $\theta$. Differentiating $(1-z)x^2-x+g=0$ with $dz/d\beta=-Jz$ gives $Jzx^2=x'[1-2(1-z)x]$, hence $x'=Jzx^3/Q$. Both $P_{00}$ and $Q$ contain $-x$, so their derivatives are $-x'$, and
\begin{equation}
E_{\rm eff}-E_d=
\underbrace{-x'\left(\frac2x+\frac1{P_{00}}\right)}_{\text{hop rate}}
\underbrace{{}-x'\left(\frac1x+\frac1Q\right)}_{\text{compressibility}} .
\label{eq:shift}
\end{equation}
The probabilities $x$ and $P_{00}$ are positive. The physical root of the quadratic has $Q/x=\sqrt{1-4(1-z)g}$, which is positive because $4g\le1$ and $z>0$. The sign of $x'$ is thus that of $J$. For every $0<\theta<1$ in this model, repulsion puts the slope strictly below $E_d$ and attraction strictly above it.

At half coverage $x'=Jwx^2$, and the compressibility part is $-Jx(1+w)=-J/2$, or $-20$ meV for the repulsive case. The factor $\Phi=2/w=3.88$ falls on heating, because the repulsion then counts for less against $k_BT$. The hop-rate part is $-26.8$ meV. Hops that leave a neighbour carry the weight $1/(1+w)=0.660$ and have a barrier lower by 40 meV, which contributes $-26.4$ meV; the remaining $-0.4$ meV comes from the changing populations. Correcting the hop barriers alone would miss more than two fifths of the shift.

\section{Limits}

Without interactions $x=Q=g$ and $P_{00}=(1-\theta)^2$, and Eq.~(\ref{eq:D}) gives $D=a^2\Gamma_0$ at every coverage. Site blocking multiplies the hop rate per adatom by $1-\theta$, and $\Phi=1/(1-\theta)$ cancels it. Finite coverage by itself does not change the slope here.

For small coverage $P(11)=z\theta^2$ to leading order and $P(111)$ is of order $\theta^3$. The definition of $h$ gives $h=\theta+2(1-z)\theta^2$, so
\begin{equation}
\frac{D}{a^2\Gamma_0}\simeq1+4(1-z)\theta,\qquad E_{\rm eff}-E_d\simeq-4Jz\theta .
\end{equation}
At $\theta=0.10$ this estimate is $-4.2$ meV for repulsion, against $-5.1$ meV from Eq.~(\ref{eq:shift}). For attraction it gives $+60$ meV against $+30$ meV: pairs are already frequent, and the expansion needs $z\theta\ll1$ as well as $\theta\ll1$.

Near full coverage let $v=1-\theta$. Then $x\simeq v$, $Q\simeq v$ and $P_{00}\simeq zv^2$, so $D\to ba^2\Gamma_0$ and $E_{\rm eff}\to E_d-J$. Vacancies carry the transport, and an adatom entering one leaves an occupied neighbour behind. The shift is not monotonic in coverage: for repulsion it overshoots to about $-51$ meV near $\theta=0.6$, and is $-47.3$ meV at $\theta=0.75$ and $-42.5$ meV at $\theta=0.90$, on the way back to $-40$ meV.

\section{The same equilibrium with other kinetics}

Suppose that each adatom next to the hopping pair of sites also raises the saddle by $J/2$. The hop $i\to i+1$ then has the rate $\Gamma_0e^{\beta J(n_{i-1}-n_{i+2})/2}$. Detailed balance and all equilibrium averages are unchanged. At half coverage
\begin{align}
\frac{\bar\sigma}{\Gamma_0}&=x\cdot\frac{x+P(11)/w}{1/2}\cdot\frac{P_{00}+wx}{1/2}
=x(4x)(4wx)=16wx^3,
\end{align}
and $S=gQ/x=w/4$. The mean-rate estimate is therefore $D=64x^3a^2\Gamma_0=8a^2\Gamma_0/(1+w)^3$, with slope shift $-(3J/2)\,w/(1+w)=-20.4$ meV for repulsion.

Memory no longer vanishes. On the ring $110010$ the two rightward hops have rates $1/w$ and $w$, and the two leftward hops have rate 1 each, so the total current $w+1/w-2$ is not zero. Solving the master equation for six adatoms on twelve sites gives $m=0.6\%$ and changes the shift to $-19.7$ meV. These values still drift with ring size: eighteen sites give $m=0.53\%$ and $-19.8$ meV.

Near full coverage both outer neighbours of a vacancy hop are occupied, the rate is $\Gamma_0$, and $E_{\rm eff}\to E_d$ although $J\ne0$. The slope can thus coincide with the isolated barrier in a strongly interacting layer.

\section{What the straight line hides}

Choose $a=0.28$ nm and $\nu=3\times10^{12}$ Hz in the original model. At 350 K the isolated value is $a^2\Gamma_0=5.4\times10^{-12}$ cm$^2$/s. At half coverage $D$ is $2.7\times10^{-11}$ cm$^2$/s for repulsion and $9.7\times10^{-13}$ cm$^2$/s for attraction. Straight-line fits from 300 to 400 K give slopes of 0.553 and 0.653 eV. The largest misfit of $\ln D$ is below $10^{-3}$, so a good line is no evidence that its slope is $E_d$.

At half coverage the prefactor gives little warning either: both fits yield $2.48\times10^{-3}$ cm$^2$/s, about 5\% above $a^2\nu$. They agree because reversing $J$ replaces $w$ by $1/w$, and
\begin{equation}
\frac{D(J)}{D(-J)}=\frac{2w^{-2}/(1+w)}{2w^{3}/(1+w)}=w^{-5}=e^{5\beta J/2},
\end{equation}
which changes the slope and nothing else. Taking the slope for $E_d$, with $\nu$ kept, would misjudge the isolated hop rate at 350 K by a factor of 4.7 for repulsion and 0.17 for attraction.

These parameters are round values for illustration, not those of a particular adsorbate. The row of sites can be pictured as one of many parallel troughs on a grooved surface. The sign and size of $J$ depend on the adsorbate. Of the neglected effects estimated here, the saddle shift matters most, moving the repulsive half-coverage result from $-47$ to $-20$ meV. A second-neighbour repulsion of 5 meV gives $-53$ meV. A mean-field repulsion from neighbouring troughs, which raises the energy of an occupied site by 10 meV at full coverage and leaves the saddle unchanged, gives $-52$ meV. Quantum corrections, for well and barrier frequencies both equal to $\nu$, add about $-1$ meV. Hops across the troughs, if their barrier is 0.30 eV higher with the same prefactor, have only $5\times10^{-5}$ times the rate of isolated hops along them. For attraction, Eq.~(\ref{eq:shift}) still gives a shift of $+5.5$ meV at $\theta=0.01$. There $z\theta\approx0.04$ is already small, but the remaining error is about $4|J|z\theta$. Extracting $E_d$ from an attractive layer therefore needs a coverage low enough to bring this below the accuracy wanted, or separate knowledge of the interactions and of how they act at the saddle. Small coverage is not the only case in which this model's slope lies close to $E_d$: strong repulsion suppresses pairs below half coverage, and $J=0.2$ eV at $\theta=0.3$ shifts the slope by only $-1.2$ meV, although $D$ is 6.2 times the isolated value.

\section{Checking the diffusion coefficient itself}

Equation~(\ref{eq:Dh}) assumed local equilibrium. The growth of a density correlation gives a second route to $D$ that does not use this assumption. Let $C_r(t)=\langle n_r(t)n_0(0)\rangle-\theta^2$. Summing by parts,
\begin{equation}
\frac{d}{dt}\sum_r r^2C_r=2\Gamma_0\sum_r\langle h_r(t)\,[n_0(0)-\theta]\rangle
=2\Gamma_0S\frac{dh}{d\theta}=\frac{2DS}{a^2}.
\end{equation}
By translation symmetry the middle sum is the covariance per site of $\sum_rh_r$ with the conserved adatom number, which is constant in time and equals $dh/d(\beta\mu)$. The master equation on 16 sites, followed to $\Gamma_0t=0.5$ at $\theta=0.25$ and 350 K, gives $D/(a^2\Gamma_0)=2.2865$ for repulsion and 0.2757 for attraction; Eq.~(\ref{eq:D}) gives 2.2906 and 0.2757. The initial growth rate equals the static value $2\bar\sigma$ whenever detailed balance holds, with or without memory. A run this short therefore confirms the equilibrium averages and the near constancy of the rate, not the relaxation on long scales; the decay rates below probe that.

The slowest decay rates of rings of 8, 12 and 16 sites, extrapolated in inverse size, agree with the formula to 0.2\% at half coverage when $|J|=10$ meV. At 40 meV the agreement is poorer. For repulsion the largest ring gives 4.87 and the extrapolation 5.10, against 4.97 from the formula; for attraction they give 0.1701 and 0.1794, against 0.1805. At this strength such small rings do not test the formula to better than a few per cent. The numerical output lists these values with the slope parts at other coverages.

\section*{Computed values}
\begin{verbatim}
spacing a = 0.28 nm, E_d = 0.60 eV, nu = 3.0e+12 Hz
|J| = 40 meV, T = 350 K, kT = 30.16 meV
beta|J| = 1.3262, z (repulsion) = 0.2655
repulsion: theta, R/Gamma0, Phi, D/D_iso, slope shift in meV: rate, compressibility, total
  0.10 1.0522 1.2955 1.3631 -2.54 -2.60 -5.14
  0.25 1.1513 1.9896 2.2906 -8.64 -8.87 -17.50
  0.50 1.2809 3.8817 4.9719 -26.80 -20.00 -46.80
  0.75 0.8797 5.9688 5.2508 -38.48 -8.87 -47.35
  0.90 0.3735 11.6597 4.3546 -39.86 -2.60 -42.45
attraction: theta, R/Gamma0, Phi, D/D_iso, slope shift in meV: rate, compressibility, total
  0.10 0.6068 0.7865 0.4773 +16.63 +13.59 +30.22
  0.25 0.3626 0.7603 0.2757 +26.00 +18.37 +44.37
  0.50 0.1752 1.0305 0.1805 +33.20 +20.00 +53.20
  0.75 0.0724 2.2810 0.1652 +37.40 +18.37 +55.78
  0.90 0.0271 7.0781 0.1915 +39.28 +13.59 +52.87
isolated D at 350 K = 5.393e-12 cm2/s
fits at theta = 0.5, 300 to 400 K:
  repulsion: D(350 K) = 2.681e-11 cm2/s, slope = 0.5533 eV
    prefactor = 2.481e-03 cm2/s, largest misfit of ln D = 6.6e-04
    isolated hop rate misjudged by factor 4.711 if slope is taken as E_d
  no interaction: D(350 K) = 5.393e-12 cm2/s, slope = 0.6000 eV
    prefactor = 2.352e-03 cm2/s, largest misfit of ln D = 1.8e-14
    isolated hop rate misjudged by factor 1.000 if slope is taken as E_d
  attraction: D(350 K) = 9.737e-13 cm2/s, slope = 0.6533 eV
    prefactor = 2.481e-03 cm2/s, largest misfit of ln D = 6.6e-04
    isolated hop rate misjudged by factor 0.171 if slope is taken as E_d
bare prefactor a^2 nu = 2.352e-03 cm2/s
D/D_iso at theta = 0.25 from spreading, and from the formula:
  repulsion: 2.2865, 2.2906
  attraction: 0.2757, 0.2757
D/D_iso at theta = 0.5, |J| = 10 meV, from decay rates, and from the formula:
  repulsion: 1.5106, 1.5083
  attraction: 0.6583, 0.6584
  raised saddle: 1.2699, 1.2692
same at |J| = 40 meV (not asserted): ring of 16, extrapolated, formula:
  repulsion: 4.8715, 5.1045, 4.9719
  attraction: 0.1701, 0.1794, 0.1805
  raised saddle: 2.3472, 2.2995, 2.2859
neglected effects, repulsion, theta = 0.5:
  reference slope shift = -46.80 meV
  saddle raised 20 meV per neighbour: shift = -19.71 meV
    D/D_iso = 2.2859, memory fraction 5.94e-03
    slope shift at theta = 0.999: -0.022 meV
  second neighbours 5 meV: shift = -52.64 meV
  trough coupling 10 meV (mean field): shift = -52.22 meV
  quantum rate factor = 1.0142, added shift = -0.85 meV
  tunnelling crossover = 22.9 K
  cross-trough hop ratio for +0.30 eV = 4.8e-05
\end{verbatim}
